# Augmented Pair Densities, the G = 0 Term and the Exchange Hole: a program that tests the result

```python
"""
Result under test: for ultrasoft orbitals phi_i with <phi_i|S|phi_j> = delta_ij,
  rho_ij = conj(phi_i) phi_j + sum_nm Q_nm <phi_i|beta_n><beta_m|phi_j>
integrates to delta_ij; hence rho_ij(q) = delta_ij + O(q), and the exchange hole
  h(x,x') = -sum_ij conj(rho_ij(x)) rho_ij(x') / n(x)   integrates to -1.
S = 1 + sum_nm q_nm |beta_n><beta_m|, q_nm = integral of Q_nm.
Model: layered crystal, potential varying along x only, two wells per period.
Lengths in nm, energies in eV. S uses Gauss-Legendre integrals of the partial
waves; pair densities are integrated separately on a uniform grid.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import hbar, m_e, e, epsilon_0
from scipy.integrate import solve_ivp
from scipy.linalg import eigh

kin = hbar**2 / (2 * m_e) / e * 1e18       # hbar^2/(2m), eV nm^2
coulomb = e / epsilon_0 * 1e9              # e^2/epsilon_0, eV nm
period, lateral, rc = 0.52, 0.30, 0.12
centres = [-0.125, 0.125]
depths = [36.0, 25.0]
powers = [12, 4]
n_grid, n_k, n_band = 1040, 4, 2
dx = period / n_grid
x = (np.arange(n_grid) - n_grid // 2) * dx
G = 2 * np.pi / period * np.arange(-40, 41)
k_mesh = 2 * np.pi / period * np.arange(n_k) / n_k


def well(t, site):
    return depths[site] * (1 - t**2) ** powers[site]


# ---------- all-electron reference in plane waves ----------
potential = np.zeros(n_grid)
for s in range(2):
    t = (x - centres[s]) / rc
    potential -= np.where(np.abs(t) < 1, well(np.clip(t, -1, 1), s), 0.0)
waves0 = np.exp(1j * np.outer(G, x)) / np.sqrt(period)
V_matrix = (waves0.conj() * potential) @ waves0.T * dx


def all_electron(k):
    return eigh(np.diag(kin * (k + G) ** 2) + V_matrix)


ae_bands = np.array([all_electron(k)[0][:n_band] for k in k_mesh])
e_ref = ae_bands.mean()

# ---------- ultrasoft construction, one even projector per layer ----------
nodes, weights = np.polynomial.legendre.leggauss(200)
even = [0, 2, 4, 6]
match = np.array([[Polynomial.basis(p).deriv(d)(1.0) if d else 1.0
                   for p in even] for d in range(4)])
q_aug, D_aug, beta_nodes = [], [], []
beta_grid, Q_grid, Q_smooth = [], [], []
for s in range(2):
    sol = solve_ivp(
        lambda t, y: [y[1], -(e_ref + well(t, s)) * y[0] * rc**2 / kin],
        (0, 1), [1.0, 0.0], method="DOP853", rtol=1e-12, atol=1e-13,
        dense_output=True, max_step=0.02).sol
    norm = np.sqrt(rc * np.sum(weights * sol(np.abs(nodes))[0] ** 2))
    value, slope = sol(1.0) / norm
    c2 = -e_ref * rc**2 / kin              # the well vanishes smoothly at rc
    coef = np.zeros(7)
    coef[even] = np.linalg.solve(match, [value, slope, c2 * value, c2 * slope])
    soft = Polynomial(coef)
    chi = e_ref * soft + kin / rc**2 * soft.deriv(2)
    B = rc * np.sum(weights * soft(nodes) * chi(nodes))
    true_nodes = sol(np.abs(nodes))[0] / norm
    q = rc * np.sum(weights * (true_nodes**2 - soft(nodes) ** 2))
    q_aug.append(q)
    D_aug.append(B + e_ref * q)
    beta_nodes.append(chi(nodes) / B)
    t = (x - centres[s]) / rc
    inside = np.abs(t) < 1
    tc = np.clip(np.abs(t), 0, 1)
    beta_grid.append(np.where(inside, chi(tc) / B, 0))
    Q_grid.append(np.where(inside, (sol(tc)[0] / norm) ** 2 - soft(tc) ** 2, 0))
    Q_smooth.append(np.where(inside, q * 35 / (32 * rc) * (1 - tc**2) ** 3, 0))
beta_grid, Q_grid, Q_smooth = map(np.array, (beta_grid, Q_grid, Q_smooth))
Q_none = np.zeros_like(Q_grid)


def ultrasoft(k, count):
    """Energies and grid orbitals, S-normalised to one period."""
    K = k + G
    H = np.diag(kin * K**2).astype(complex)
    S = np.eye(len(K), dtype=complex)
    for s in range(2):
        b = np.cos(np.outer(K, nodes) * rc) @ (weights * beta_nodes[s]) * rc
        b = b * np.exp(-1j * K * centres[s]) / np.sqrt(period)
        H += D_aug[s] * np.outer(b, b.conj())
        S += q_aug[s] * np.outer(b, b.conj())
    energy, vec = eigh(H, S)
    orb = vec[:, :count].T @ np.exp(1j * np.outer(K, x)) / np.sqrt(period)
    return energy[:count], orb


def pair_densities(left, right, Q):
    p_left = left @ beta_grid.T * dx
    p_right = right @ beta_grid.T * dx
    return (left.conj()[:, None, :] * right[None, :, :]
            + np.einsum("is,js,sx->ijx", p_left.conj(), p_right, Q))


us = [ultrasoft(k, n_band) for k in k_mesh]
us_bands = np.array([u[0] for u in us])
band_error = np.abs(us_bands - ae_bands).max()
assert band_error < 0.15                   # one reference energy per layer

# ---------- integral of the pair densities at one k ----------
k1 = k_mesh[1]
_, orb4 = ultrasoft(k1, 4)
full = pair_densities(orb4, orb4, Q_grid).sum(-1) * dx
plain = pair_densities(orb4, orb4, Q_none).sum(-1) * dx
delta_error = np.abs(full - np.eye(4)).max()
assert delta_error < 1e-6
assert abs(plain[0, 1]) > 1e-3 and abs(plain[0, 0] - 1) > 0.05

# ---------- general complex q_nm: index order, random matrices ----------
rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


modes = np.exp(2j * np.pi * np.outer(np.arange(-4, 5), np.arange(64) / 64))
a, b, proj = random_complex(2, 9), 0.3 * random_complex(2, 9), random_complex(2, 9)
q_matrix = a.conj() @ a.T - b.conj() @ b.T
H_rand = random_complex(9, 9)
S_rand = np.eye(9) + proj.T @ q_matrix @ proj.conj()
vec = eigh(H_rand + H_rand.conj().T, S_rand)[1]
orb_r, f_true, f_soft = vec.T @ modes, a @ modes, b @ modes
Q_r = (f_true.conj()[:, None] * f_true[None]
       - f_soft.conj()[:, None] * f_soft[None])
p_r = orb_r @ (proj @ modes).conj().T / 64
bare = orb_r.conj() @ orb_r.T / 64
right_order = bare + np.einsum("in,jm,nmx->ij", p_r.conj(), p_r, Q_r) / 64
wrong_order = bare + np.einsum("in,jm,mnx->ij", p_r.conj(), p_r, Q_r) / 64
general_error = np.abs(right_order - np.eye(9)).max()
wrong_error = np.abs(wrong_order - np.eye(9)).max()
assert general_error < 1e-9 and wrong_error > 1e-3

# ---------- small-q behaviour of the off-diagonal pair ----------
volume = period * lateral**2
q_list = [0.04, 0.02, 0.01]
table = []
for q in q_list:
    _, shifted = ultrasoft(k1 + q, n_band)
    phase = np.exp(-1j * q * x)
    amp = [np.abs(pair_densities(orb4[:2], shifted, Q) @ phase * dx)
           for Q in (Q_grid, Q_none, Q_smooth)]
    head = [coulomb * m[0, 1] ** 2 / (volume * q**2) for m in amp]
    table.append((q, amp[0][0, 1], amp[1][0, 1], head[0], head[1],
                  amp[2][0, 1], amp[0][0, 0]))
ae_e, ae_c = all_electron(k1)
momentum = abs(np.sum(ae_c[:, 0].conj() * (k1 + G) * ae_c[:, 1]))
slope_ae = 2 * kin * momentum / (ae_e[1] - ae_e[0])
slope_us = table[-1][1] / q_list[-1]
assert abs(slope_us / slope_ae - 1) < 0.10     # limited by pseudization
assert abs(table[2][3] / table[1][3] - 1) < 0.05
assert table[2][4] / table[1][4] > 3.5
assert abs(table[2][5] / table[2][1] - 1) < 0.01
assert abs(table[2][6] - 1) < 1e-3

# ---------- exchange hole in the box of n_k periods ----------
orbitals = np.concatenate([u[1] for u in us]) / np.sqrt(n_k)
k_state = np.repeat(k_mesh, n_band)
n_el = len(k_state)
dk = k_state[None, :] - k_state[:, None]
site_A = int(round((centres[0] - x[0]) / dx))
sample = np.append(np.arange(0, n_grid, 10), site_A)


def hole_data(Q, occ):
    home = pair_densities(orbitals, orbitals, Q)
    box = np.concatenate([home * np.exp(1j * dk * period * R)[:, :, None]
                          for R in range(n_k)], axis=2)
    diag = np.einsum("iix->ix", home).real
    density = occ @ diag
    assert density.min() > 0
    weighted = home[:, :, sample].conj() * np.outer(occ, occ)[:, :, None]
    hole = -(weighted.reshape(n_el**2, -1).T @ box.reshape(n_el**2, -1))
    hole = hole / density[sample][:, None]
    assert np.abs(hole.imag).max() < 1e-8 * np.abs(hole).max()
    charge = hole.real.sum(1) * dx
    gram = np.sum(np.abs(box.sum(-1) * dx) ** 2)
    return charge, hole.real[-1, site_A], gram, diag[:, sample]


ones = np.ones(n_el)
charge_full, depth_full, gram_full, _ = hole_data(Q_grid, ones)
charge_smooth, depth_smooth, _, _ = hole_data(Q_smooth, ones)
charge_plain, depth_plain, gram_plain, _ = hole_data(Q_none, ones)
assert np.abs(charge_full + 1).max() < 1e-5
assert np.abs(charge_smooth + 1).max() < 1e-5
assert np.abs(charge_plain + 1).max() > 0.05
assert abs(gram_full - n_el) < 1e-5 and abs(gram_plain - n_el) > 0.1

occ = np.tile([1.0, 0.5], n_k)
charge_frac, _, _, diag = hole_data(Q_grid, occ)
assert np.abs(charge_frac + (occ**2 @ diag) / (occ @ diag)).max() < 1e-5
assert charge_frac.max() > -0.99

ae_density = 0.0
for k in k_mesh:
    c = all_electron(k)[1][:, :n_band]
    at_A = np.exp(1j * (k + G) * x[site_A]) @ c / np.sqrt(period)
    ae_density += np.sum(np.abs(at_A) ** 2) / n_k
assert abs(-depth_full / ae_density - 1) < 0.10
assert abs(depth_smooth / depth_full - 1) > 0.02

# ---------- printed numbers ----------
print(f"hbar^2/(2m) = {kin:.6f} eV nm^2")
print(f"e^2/epsilon_0 = {coulomb:.4f} eV nm")
print(f"period = {period} nm, lateral box = {lateral} nm, r_c = {rc} nm")
print(f"cell volume = {volume:.4f} nm^3")
for s, name in enumerate("AB"):
    print(f"layer {name}: centre {centres[s]} nm, depth {depths[s]} eV,"
          f" power {powers[s]}")
    print(f"  q = {q_aug[s]:.5f} (dimensionless), D = {D_aug[s]:.4f} eV")
print(f"reference energy = {e_ref:.4f} eV")
print(f"k used for pairs = {k1:.4f} nm^-1")
print("all-electron bands 1,2 there (eV):", np.round(ae_bands[1], 4))
print("ultrasoft bands 1,2 there (eV):", np.round(us_bands[1], 4))
print(f"largest band deviation on mesh = {band_error:.4f} eV")
print(f"plain integral 11 = {plain[0, 0].real:.5f}")
print(f"plain integral 22 = {plain[1, 1].real:.5f}")
print(f"plain integral |12| = {abs(plain[0, 1]):.5f}")
print(f"augmented: max |integral - delta|, 4 bands = {delta_error:.1e}")
print(f"random complex q_nm: max error = {general_error:.1e}")
print(f"same with n,m exchanged in Q: max error = {wrong_error:.2f}")
print("pair 12: q (nm^-1), |rho| augmented, |rho| plain,")
print("         head augmented (eV), head plain (eV)")
for row in table:
    print(f"  {row[0]:.2f}  {row[1]:.3e}  {row[2]:.3e}"
          f"  {row[3]:.4f}  {row[4]:.2f}")
print(f"slope |rho_12|/q, ultrasoft = {slope_us:.5f} nm")
print(f"slope from all-electron momentum = {slope_ae:.5f} nm")
print(f"electrons of one spin in box = {n_el}, k points = {n_k}")
print(f"sum_ij |integral rho_ij|^2: augmented = {gram_full:.5f}")
print(f"sum_ij |integral rho_ij|^2: plain = {gram_plain:.5f}")
for name, ch in (("exact Q", charge_full), ("smoothed Q", charge_smooth),
                 ("no Q", charge_plain), ("exact Q, f=1 and 0.5", charge_frac)):
    print(f"hole charge, {name}: min {ch.min():.5f}, max {ch.max():.5f}")
print("hole at its own reference point, centre of layer A (nm^-1):")
print(f"  exact Q {depth_full:.4f}, smoothed Q {depth_smooth:.4f},"
      f" no Q {depth_plain:.4f}")
print(f"  all-electron value -n = {-ae_density:.4f}")
print("all assertions hold")
```

It prints:

```
hbar^2/(2m) = 0.038100 eV nm^2
e^2/epsilon_0 = 18.0951 eV nm
period = 0.52 nm, lateral box = 0.3 nm, r_c = 0.12 nm
cell volume = 0.0468 nm^3
layer A: centre -0.125 nm, depth 36.0 eV, power 12
  q = 0.54471 (dimensionless), D = -15.3268 eV
layer B: centre 0.125 nm, depth 25.0 eV, power 4
  q = 0.32684 (dimensionless), D = -14.3818 eV
reference energy = -12.7166 eV
k used for pairs = 3.0208 nm^-1
all-electron bands 1,2 there (eV): [-13.428  -12.0056]
ultrasoft bands 1,2 there (eV): [-13.41   -11.9917]
largest band deviation on mesh = 0.0212 eV
plain integral 11 = 0.50055
plain integral 22 = 0.64071
plain integral |12| = 0.07277
augmented: max |integral - delta|, 4 bands = 1.7e-11
random complex q_nm: max error = 8.4e-15
same with n,m exchanged in Q: max error = 0.24
pair 12: q (nm^-1), |rho| augmented, |rho| plain,
         head augmented (eV), head plain (eV)
  0.04  2.649e-03  7.395e-02  1.6959  1321.41
  0.02  1.319e-03  7.336e-02  1.6806  5201.55
  0.01  6.578e-04  7.306e-02  1.6730  20640.41
slope |rho_12|/q, ultrasoft = 0.06578 nm
slope from all-electron momentum = 0.06621 nm
electrons of one spin in box = 8, k points = 4
sum_ij |integral rho_ij|^2: augmented = 8.00000
sum_ij |integral rho_ij|^2: plain = 2.68645
hole charge, exact Q: min -1.00000, max -1.00000
hole charge, smoothed Q: min -1.00000, max -1.00000
hole charge, no Q: min -0.67100, max -0.46960
hole charge, exact Q, f=1 and 0.5: min -0.98761, max -0.58852
hole at its own reference point, centre of layer A (nm^-1):
  exact Q -11.8029, smoothed Q -8.4826, no Q -3.6539
  all-electron value -n = -11.6182
all assertions hold
```
